# Quadratic Decay Rate of a Low-Energy Electron in a Metal

## Situation and model

During electron-beam exposure, a thin metal film on an insulating resist can drain away charge. Energetic electrons leave slower secondary electrons in the film. Consider one whose energy is 1 eV above the Fermi level. The film in the example below holds 150 conduction electrons per cubic nanometre, yet most of them cannot collide with this electron, because the states they would enter are full. The quantity needed in a transport calculation is the rate of the collisions that remain.

The model is a uniform, unpolarized, three-dimensional electron gas at zero temperature, with energy $k^2/2$ and filled states $k<k_F$. Formulas are in Hartree atomic units; the example uses eV, nm and fs. Energies $\xi_i=(k_i^2-k_F^2)/2$ are measured from the Fermi level $E_F=k_F^2/2$. The added electron has wave vector $\mathbf k_1$, magnitude $k$ and energy $\xi>0$. The static interaction $W(q)$ is smooth and bounded, and the rate is taken to lowest order in it (golden rule). Exchange interference is added later.

The result is

$$\Gamma=\frac1\tau=C\xi^2\left[1+O(\xi/E_F)\right],\qquad C=\frac{I}{8\pi^3k_F},\qquad I=\int_0^{2k_F}W(q)^2\,dq .$$

Here $\Gamma$ is the decay rate of the occupation; the amplitude decays at half this rate.

## What the exclusion principle allows

A collision takes electrons 1 and 2 to states 3 and 4. Electron 2 comes from the filled sea and leaves a hole of energy $h=-\xi_2>0$. Both final states must be empty, so $\xi_3>0$ and $\xi_4>0$. Energy conservation reads

$$\xi_3+\xi_4+h=\xi .$$

Three positive energies share $\xi$. In the $(\xi_3,\xi_4)$ plane the allowed region is a triangle with two sides of length $\xi$ and area $\xi^2/2$. If the remaining angular factors tend to a constant at the Fermi surface, the rate is proportional to this area, and by symmetry each energy averages $\xi/3$. The next two sections establish that constant.

## The golden rule in terms of transfers

Let $\mathbf q=\mathbf k_1-\mathbf k_3$ be the momentum and $\omega=\xi-\xi_3$ the energy given to the sea. Then

$$\Gamma=2\pi\int\frac{d^3q}{(2\pi)^3}\,W(q)^2S_0(q,\omega),\qquad 0<\omega<\xi ,$$

where the upper limit keeps state 3 empty. The function $S_0$ counts the ways the sea can take up the transfer:

$$S_0=2\int\frac{d^3p}{(2\pi)^3}\,\theta(k_F-p)\,\theta(|\mathbf p+\mathbf q|-k_F)\,\delta\!\left(\omega-\mathbf p\cdot\mathbf q-\tfrac{q^2}{2}\right).$$

The factor 2 counts the partner's spin.

Take the $z$ axis along $\mathbf q$. The delta function fixes $p_z=a$ and contributes $1/q$, with

$$a=\frac{\omega}{q}-\frac q2,\qquad b=a+q=\frac{\omega}{q}+\frac q2 .$$

The initial state is filled if $p_\perp^2<k_F^2-a^2$; the final state is empty if $p_\perp^2>k_F^2-b^2$. Since $b^2-a^2=(b-a)(b+a)=2\omega>0$, the second disc lies inside the first. The allowed area is their difference. With $(x)_+=\max(x,0)$,

$$S_0=\frac{2}{8\pi^3}\frac1q\,\pi\left[(k_F^2-a^2)_+-(k_F^2-b^2)_+\right]
=\frac{(k_F^2-a^2)_+-(k_F^2-b^2)_+}{4\pi^2q}.$$

Where both discs exist, the bracket equals $2\omega$ and

$$S_0=\frac{\omega}{2\pi^2q}.$$

This factor $\omega$ is the range of partner energies that blocking leaves available.

For the outer integral, let $\vartheta$ be the angle between $\mathbf k_1$ and $\mathbf q$. From $\omega=kq\cos\vartheta-q^2/2$ it follows that $d\omega=kq\,d(\cos\vartheta)$ at fixed $q$, so

$$d^3q=2\pi q^2\,dq\,d(\cos\vartheta)=\frac{2\pi q}{k}\,dq\,d\omega .$$

Substitution gives

$$\Gamma=\frac1{2\pi k}\int_0^\xi d\omega\,F(\omega),\qquad
F(\omega)=\int dq\,q\,W(q)^2S_0(q,\omega). \tag{1}$$

The condition $|\cos\vartheta|\le1$ requires $k-k'\le q\le k+k'$, where $k'=\sqrt{k^2-2\omega}$. It does not truncate $F$. The larger disc exists for $|a|<k_F$, which means

$$r-k_F<q<r+k_F,\qquad r=\sqrt{k_F^2+2\omega}.$$

Because $\omega\le\xi$, we have $k\ge r$ and $k'\ge k_F$. Hence $k+k'\ge r+k_F$, and

$$k-k'=\frac{2\omega}{k+k'}\le\frac{2\omega}{r+k_F}=r-k_F .$$

The kinematic interval therefore contains the whole support of $S_0$.

## The coefficient and its first correction

Both discs exist when $b<k_F$. For $\omega<E_F$ this is the interval

$$k_F-s<q<k_F+s,\qquad s=\sqrt{k_F^2-2\omega}.$$

As $\omega\to0$ it fills $0<q<2k_F$, and the two end strips shrink to zero width. The factor $q$ in (1) cancels the $1/q$ in $S_0$, so $F\to\omega I/(2\pi^2)$. With $k\to k_F$,

$$\Gamma\to\frac1{2\pi k_F}\,\frac{I}{2\pi^2}\int_0^\xi\omega\,d\omega
=\frac{I}{8\pi^3k_F}\,\xi^2 .$$

The normalized distribution of energy transfers is $2\omega/\xi^2$. Its mean is $2\xi/3$, which leaves $\xi/3$ on electron 3, as the triangle predicts.

The next order shows how far the law can be used. At small $q$, both lower limits, $r-k_F$ and $k_F-s$, equal $\omega/k_F+O(\omega^2)$. The missing interval lowers $I$ by $(\omega/k_F)W(0)^2$.

Near $q=2k_F$, the two-disc region stops at $2k_F-\omega/k_F$, while single-disc excitations continue to $2k_F+\omega/k_F$. Put $q=2k_F+\delta$. To first order $a=-k_F-\delta/2+\omega/(2k_F)$, so $k_F^2-a^2=\omega-k_F\delta$. Across the strip this falls linearly from $2\omega$ to zero, with average $\omega$, half the two-disc value. A strip of width $2\omega/k_F$ at half weight replaces exactly what the two-disc region lost at this order. Thus

$$F=\frac{\omega}{2\pi^2}\left[I-\frac{\omega}{k_F}W(0)^2+\cdots\right],\qquad
\int_0^\xi\!F\,d\omega=\frac{I\xi^2}{4\pi^2}\left[1-\frac{2\xi W(0)^2}{3k_FI}+\cdots\right].$$

The prefactor supplies $k_F/k=(1+2\xi/k_F^2)^{-1/2}=1-\xi/k_F^2+\cdots$. Together,

$$\frac{\Gamma}{C\xi^2}=1-\frac{\xi}{k_F^2}\left[1+\frac{2k_FW(0)^2}{3I}\right]+\cdots. \tag{2}$$

## Screening

For Thomas–Fermi screening, $W=4\pi/(q^2+\kappa^2)$. The density of states at the Fermi level is $k_F/\pi^2$ for both spins, so $\kappa^2=4\pi k_F/\pi^2=4k_F/\pi$. To integrate $W^2$, differentiate

$$\frac{d}{dq}\frac{q}{q^2+\kappa^2}=\frac{2\kappa^2}{(q^2+\kappa^2)^2}-\frac1{q^2+\kappa^2}.$$

Integrating from 0 to $2k_F$ and solving for the squared denominator gives

$$I=\frac{8\pi^2A}{\kappa^3},\qquad A=\arctan y+\frac{y}{1+y^2},\qquad y=\frac{2k_F}{\kappa},$$

and therefore

$$C=\frac{A}{\pi k_F\kappa^3}. \tag{3}$$

The bracket in (2) becomes $1+2y/(3A)$. At high density $y=\sqrt{\pi k_F}\to\infty$ and $A\to\pi/2$. With $\kappa^3=8k_F^{3/2}/\pi^{3/2}$,

$$C\to\frac{\pi^{3/2}}{16\,k_F^{5/2}} .$$

Blocking alone does not guarantee the quadratic law. For the bare interaction $W=4\pi/q^2$, the lower limit $q\simeq\omega/k_F$ dominates:

$$F\simeq\frac{\omega}{2\pi^2}\,16\pi^2\int_{\omega/k_F}^{\infty}\frac{dq}{q^4}=\frac{8k_F^3}{3\omega^2}.$$

Its integral down to $\omega=0$ diverges, and the golden-rule rate is infinite. Screening removes this divergence.

## Exchange

Let $q'=|\mathbf k_1-\mathbf k_4|$. A partner of opposite spin contributes $W(q)^2$. For parallel spin the amplitude is $W(q)-W(q')$, and integration over all $\mathbf q$ counts each final pair twice. The contribution is $\tfrac12[W(q)-W(q')]^2$, which integrates to the same value as $W(q)^2-W(q)W(q')$, since exchanging 3 and 4 interchanges the two squares. The sum over both spins is $2W(q)^2-W(q)W(q')$. As $S_0$ already contains the factor 2, the replacement is

$$W(q)^2\to W(q)^2-\tfrac12W(q)W(q').$$

At leading order all four momenta lie on the Fermi surface. Then $\mathbf k_1=\mathbf q/2+\mathbf u$ and $\mathbf k_4=\mathbf q/2+\mathbf v$, where $\mathbf u$ and $\mathbf v$ are perpendicular to $\mathbf q$ and have length $R=\sqrt{k_F^2-q^2/4}$. Their relative azimuth $\varphi$ is uniform, because the allowed area in $S_0$ is a ring. Thus $q'^2=2R^2(1-\cos\varphi)$. The standard average $\langle(\alpha-\beta\cos\varphi)^{-1}\rangle=(\alpha^2-\beta^2)^{-1/2}$, with $\alpha=\kappa^2+2R^2$ and $\beta=2R^2$, gives

$$\overline W(q)=\frac{4\pi}{\kappa\sqrt{\kappa^2+4k_F^2-q^2}} .$$

The coefficient is multiplied by

$$X=1-\frac1{2I}\int_0^{2k_F}W(q)\overline W(q)\,dq .$$

For a momentum-independent interaction $X=1/2$, since parallel spins then do not scatter. At high density typical transfers are of order $\kappa\ll k_F$, $\overline W/W$ is of order $\kappa/k_F$, and $X\to1$.

## Finite temperature

Let $f(x)=1/(e^x+1)$ and $t=\xi/T$, with $T$ in energy units. The triangle area becomes $T^2J$. In units of $T$, integrating over the partner energy uses

$$\int f(x)[1-f(x+\omega)]\,dx=\frac{1}{1-e^{-\omega}}\int[f(x)-f(x+\omega)]\,dx=\frac{\omega}{1-e^{-\omega}}.$$

Multiplying by the probability $1/(1+e^{\omega-t})$ that state 3 is empty, and separating partial fractions in $e^\omega$, gives

$$J=\frac1{1+e^{-t}}\int_{-\infty}^{\infty}\omega\left[\frac1{e^\omega-1}+f(\omega-t)\right]d\omega .$$

Add and subtract a unit step on $\omega<0$. The first term gives $2\int_0^\infty\omega\,d\omega/(e^\omega-1)=\pi^2/3$. The second, by parts, gives half the mean of $\omega^2$ over $-f'(\omega-t)$, or $(t^2+\pi^2/3)/2$. Their sum is $(t^2+\pi^2)/2$, so relative to $\xi^2/2$ the phase space changes by

$$\frac{1+\pi^2T^2/\xi^2}{1+e^{-\xi/T}} .$$

This factor counts collisions out of the state. A small deviation of the occupation from equilibrium also relaxes through the reverse collisions, so its decay rate is larger by a factor $1+e^{-\xi/T}$. At the Fermi level itself both rates are proportional to $T^2$ instead of vanishing.

## Worked example

Take 150 conduction electrons per nm³, a 10 nm film, 300 K and $\xi=1$ eV. From $k_F=(3\pi^2n)^{1/3}$, $k_F=16.44\ \mathrm{nm^{-1}}$ and $E_F=10.29$ eV. The screening length is 0.0503 nm, so $y=2(16.44)(0.0503)=1.65$ and

$$A=1.027+0.443=1.470 .$$

In atomic units $k_F=0.870$ and $\kappa=1.052$. Equation (3) gives $C=0.461$ Hartree⁻¹, or 16.96 meV/eV². At 1 eV,

$$\hbar\Gamma=17.0\ \mathrm{meV},\qquad \tau=\hbar/(\hbar\Gamma)=38.8\ \mathrm{fs}.$$

At 1.99 nm/fs the free path between electron–electron collisions is 77 nm.

| $\xi$ (eV) | $\tau$, quadratic (fs) | $\tau$, equation (1) (fs) |
|---:|---:|---:|
| 0.25 | 621 | 634 |
| 0.5 | 155 | 162 |
| 1 | 38.8 | 42.2 |
| 2 | 9.70 | 11.4 |

Both columns use direct Thomas–Fermi scattering. At 1 eV, $\xi/k_F^2=1/(2\times10.29)=0.0486$ and the bracket in (2) is 1.75, so the first-order rate ratio is 0.915; equation (1) gives 0.920. At 2 eV the quadratic lifetime is 15% below the value from (1).

An independent calculation sampled partner momenta and scattering directions and tested the final occupations directly, without using $S_0$. Between $0.01E_F$ and $0.04E_F$ its exponent was 1.982; equation (2) predicts a value slightly below 2. At $0.1E_F$ its rate was 0.9999 times that from (1). For the fourfold increase in $\xi$, the blocked rate rose by a factor of 15.6. With the restriction on final states removed and the partner still taken from the filled sphere, the factor was 1.001. This isolates blocking as the cause of the law.

## Corrections for use in a real film

Exchange is the largest of the electron-gas corrections evaluated in the numerical output: $X=0.594$, and sampling gives 0.593. Applied to the quadratic law at 1 eV, it lengthens the lifetime to $38.8/0.594=65$ fs; applied to the 42.2 fs from equation (1), it gives about 71 fs. Exchange and correlation corrections to the screening itself are not included in this estimate. The golden rule is also only a rough approximation at this density, because the screened repulsion is not weak. For two electrons in vacuum with the same repulsion, scattering to all orders lowers the Fermi-surface rate by about a third with exchange included. A correction of that size would lengthen the lifetimes by about half; blocking of intermediate states is neglected in this estimate. An implementation should state whether it includes $X$.

Dynamic screening can be estimated in the random-phase approximation by replacing $W$ with $|(4\pi/q^2)/[1-(4\pi/q^2)\chi_0]|$, where

$$\chi_0(q,\omega)=\int_0^\infty d\omega'\,S_0(q,\omega')\left[\frac1{\omega-\omega'+i0}-\frac1{\omega+\omega'+i0}\right].$$

Without exchange, its static limit raises $C$ by 6%. The full dynamic rate at 1 eV is 0.963 times the Thomas–Fermi quadratic value, a lifetime of 40.3 fs. The long-wave plasmon energy, 14.4 eV, is far above the excitation energy. Room temperature raises the phase space by 0.7%.

At 1 eV, phonons matter more for the total collision rate. Take one phonon energy $\Omega=30$ meV, coupling $\lambda=0.4$ and thermal occupation $N$; both parameters are rough. In this standard model, for $\xi\gg\Omega$, emission and absorption have $\hbar$ times rate equal to $\pi\lambda\Omega(N+1)$ and $\pi\lambda\Omega N$. Their sum is 72 meV, or one collision per 9.1 fs. Adding this to the direct electron rate gives a total time near 7.4 fs, or a path of about 15 nm. Energy loss at 1 eV is ordered differently. The net phonon loss is $\pi\lambda\Omega^2/\hbar=1.7$ meV/fs, while electron collisions at the quadratic-law rate remove $(2/3)(1\ \mathrm{eV})/38.8\ \mathrm{fs}=17$ meV/fs, or about 10 meV/fs with exchange. These values follow electron 3. If the more energetic of the two outgoing electrons is followed instead, the mean loss per collision is $\xi/2$, which lowers both values by a quarter and leaves the ordering unchanged. Both orderings depend on energy: in the quadratic law the electron collision rate grows as $\xi^2$ and the energy loss as $\xi^3$, while the phonon values are held fixed in this model. With these parameters and direct scattering, the quadratic law makes the collision rates match near 2.1 eV and the energy losses near 0.5 eV. The finite-energy rate moves the first crossing to about 2.3 eV, and including exchange as well moves it to about 3 eV. A simulation should therefore treat phonon and electron collisions as separate processes, each with its own momentum change and energy loss.

The density is a rough value for a simple metal with several conduction electrons per atom, not a fit to a particular film. A transition metal with $d$ bands near the Fermi level, or a conducting polymer, lies outside this parameter set. A real film also has surfaces: normal crossing takes 5.0 fs, so the 77 nm electron–electron path is a bulk quantity, not a depth reached in a 10 nm layer. Band structure, disorder and other correlation effects beyond the random-phase approximation are not estimated here. Nor does the law carry over to the insulating resist, where a gap replaces the Fermi surface and pair creation has a finite threshold. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Electron density (input): 150 nm^-3
Excitation energy (input): 1 eV
Temperature (input): 300 K
Film thickness (input): 10 nm
Phonon coupling (rough input): 0.4
Phonon energy (rough input): 30 meV
Fermi wave number: 16.44 nm^-1
Fermi energy: 10.29 eV
Screening length 1/kappa: 0.05028 nm
Ratio y = 2 kF/kappa: 1.653
Coefficient C: 0.4614 Hartree^-1
Coefficient C: 16.96 meV/eV^2
Quadratic-law rate times hbar: 16.96 meV
Quadratic-law rate: 0.02576 fs^-1
Quadratic-law lifetime: 38.82 fs
Electron speed: 1.993 nm/fs
Free path from quadratic law: 77.37 nm
Lifetime at 0.25 eV: quadratic 621.1 fs, finite-energy 634.3 fs
Lifetime at 0.5 eV: quadratic 155.3 fs, finite-energy 161.9 fs
Lifetime at 1 eV: quadratic 38.82 fs, finite-energy 42.2 fs
Lifetime at 2 eV: quadratic 9.704 fs, finite-energy 11.44 fs
Sampled exponent, 0.01 to 0.04 EF: 1.982
Sampled/quadratic rate at 0.01 EF: 0.9904
Sampled/integrated rate at 0.1 EF: 0.9999
Sampled mean energy transfer / xi: 0.6658
Sampled mean hole energy / xi: 0.3326
Blocked rate ratio, 0.04/0.01 EF: 15.6
Unblocked rate ratio, 0.04/0.01 EF: 1.001
Unblocked/blocked rate at 0.01 EF: 1.712e+04
Bare-interaction spectrum exponent: -2
First-correction bracket, formula: 1.75
First-correction bracket, integral: 1.749
Finite-energy/quadratic rate at 1 eV: 0.9199
Exchange factor, formula: 0.5935
Exchange factor, sampled at 0.01 EF: 0.5931
Static RPA/Thomas-Fermi coefficient: 1.061
Dynamic RPA/quadratic rate at 1 eV: 0.9627
Dynamic RPA lifetime at 1 eV: 40.32 fs
Thermal energy: 25.85 meV
Thermal phase-space factor: 1.0066
Phonon rate times hbar: 72.11 meV
Phonon collision time: 9.128 fs
Energy where the two rates match: 2.062 eV
Energy loss to electrons: 17.17 meV/fs
Net energy loss to phonons: 1.718 meV/fs
Normal film crossing time: 5.017 fs
Long-wave plasmon energy: 14.38 eV
```
